# Threshold extraction with the Y-function: what cancels, what remains, and why

A model thin-film transistor has a threshold voltage of 1.000 V. At a gate voltage of 6 V and a drain voltage of 0.1 V it carries 1.1904 µA, and its transconductance is 0.19277 µS. The tangent to the transfer curve at this point, extended to zero current and with half the drain voltage subtracted from the intercept, puts the threshold at −0.225 V. If the same two readings are combined as current over square-root transconductance, and the same is done at 16 V, the straight line through the two results, after the same subtraction, gives 1.000 V. The resistance and mobility loss that spoil the first estimate are still in the data, but they have dropped out of the second.

## The device and its current

The transistor is n-channel, and voltages are measured from the external source terminal. $V_G$ and $V_D$ are the gate and drain voltages, $V_T$ is the threshold, $I$ is the drain current, and $g_m=dI/dV_G$ is taken at fixed $V_D$. The whole channel is above threshold, so subthreshold current is left out. The contacts have constant resistances $R_S$ and $R_D$, with sum $R$.

At a point of the channel where the potential is $V$, the local overdrive is $u=V_G-V_T-V$. The mobile charge per area is $Cu$, with $C$ the gate capacitance per area. The mobility is $\mu_0/(1+\theta_0u)$, where $\theta_0$ describes first-order attenuation by the gate field. Integrating the drift current along a channel of width $W$ and length $L$ gives

$$I=\beta\int_{u_D}^{u_S}f(u)\,du,\qquad f(u)=\frac{u}{1+\theta_0u},\qquad \beta=\mu_0C\frac WL .$$

The limits are the overdrives at the two ends of the channel, inside the contacts:

$$u_S=V_G-V_T-IR_S,\qquad u_D=V_G-V_T-V_D+IR_D .$$

Their difference is the internal drain voltage, $V'=V_D-IR$. Their mean is

$$\bar x=x-\tfrac12I(R_S-R_D),\qquad x=V_G-V_T-\tfrac12V_D .$$

With equal contacts $\bar x=x$: the source drop lowers one end of the channel's overdrive range by as much as the drain drop raises the other. Equal contacts are assumed until stated otherwise.

Expanding $f$ about the midpoint removes the odd terms from the integral and leaves

$$I=\beta\left[V'f(x)+\frac{V'^3}{24}f''(x)+\dots\right],\qquad f''(x)=-\frac{2\theta_0}{(1+\theta_0x)^3}.$$

Relative to the first term, the second has size $\theta_0V'^2/[12x(1+\theta_0x)^2]$. For the example below this is less than $4\times10^{-6}$, so the first term suffices:

$$I=\beta\,\frac{x}{1+\theta_0x}\,(V_D-IR).$$

Multiplying by $1+\theta_0x$ and collecting the terms in $I$ gives $I(1+\theta_0x+\beta Rx)=\beta V_Dx$, or

$$I=\frac{\beta V_D\,x}{1+\Theta x},\qquad \Theta=\theta_0+\beta R .$$

In this approximation, series resistance and mobility attenuation bend the transfer curve in the same way, and a single transfer curve shows only their sum $\Theta$.

## Why both disappear

The reason is clearest in the total resistance between the terminals:

$$\frac{V_D}{I}=\frac{1+\Theta x}{\beta x}=\frac1{\beta x}+\frac{\theta_0}{\beta}+R .$$

The first term is the resistance of a channel with constant mobility. The other two do not depend on the gate. For $R$ this was assumed. For attenuation it follows from the competition between charge and mobility: charge grows as $x$, mobility falls as $1/(1+\theta_0x)$, and the channel resistance therefore tends to a floor $\theta_0/\beta$ instead of zero. First-order attenuation acts as a fixed resistor in series with an ideal channel.

A quantity that depends only on how the total resistance changes with gate voltage cannot see a fixed resistor. The ratio

$$Y=\frac{I}{\sqrt{g_m}}$$

is such a quantity. Since $d(1/I)/dV_G=-g_m/I^2$,

$$\frac1{Y^2}=\frac{g_m}{I^2}=-\frac{d}{dV_G}\frac1I=-\frac1{V_D}\frac{d}{dV_G}\left(\frac{V_D}{I}\right).$$

Only $1/(\beta x)$ survives the derivative. Its slope is $-1/(\beta x^2)$, so $1/Y^2=1/(\beta V_Dx^2)$ and

$$Y=\sqrt{\beta V_D}\left(V_G-V_T-\tfrac12V_D\right).$$

Direct differentiation agrees. The current formula gives $g_m=\beta V_D/(1+\Theta x)^2$. Dividing $I$ by the square root of this cancels the factor $1+\Theta x$.

The plot of $Y$ against $V_G$ is a straight line that reaches zero at $V_T+V_D/2$. Half the drain voltage must therefore be subtracted from the intercept. The squared slope divided by $V_D$ is $\beta$.

## How large the effect is

The example uses round model parameters: $\mu_0=10$ cm²/(V s), $C=30$ nF/cm² and $W/L=10$, hence $\beta=3.0$ µA/V². Further, $V_T=1$ V, $V_D=0.1$ V, $R=10$ kΩ and $\theta_0=0.02$ V⁻¹. Then $\beta R=0.03$ V⁻¹ and $\Theta=0.05$ V⁻¹. The currents come from integrating the local channel law and solving for the contact drops numerically, without the closed formula for $I$.

At $V_G=6$ V the overdrive is $x=6-1-0.05=4.95$ V. The three parts of the resistance are

$$\frac1{\beta x}=67.34\ \text{kΩ},\qquad \frac{\theta_0}{\beta}=6.67\ \text{kΩ},\qquad R=10\ \text{kΩ}.$$

Their sum, 84.01 kΩ, agrees with the numerical $V_D/I$. At 16 V the first part has fallen to 22.30 kΩ, while the fixed parts still add 16.67 kΩ. They now make up 43% of the total, against 20% at 6 V.

The readings for a hand extraction are:

| $V_G$ (V) | $I$ (µA) | $g_m$ (µS) | $Y$ ($10^{-3}$ A S$^{-1/2}$) |
|---|---|---|---|
| 6 | 1.1904 | 0.19277 | 2.7112 |
| 11 | 1.9933 | 0.13378 | 5.4498 |
| 16 | 2.5665 | 0.09824 | 8.1884 |

The outer points give the slope

$$\frac{8.1884-2.7112}{10}\times10^{-3}=5.477\times10^{-4}\ \text{S}^{1/2}.$$

The line reaches zero at $6-2.7112/0.5477=1.050$ V, and subtracting $V_D/2=0.050$ V leaves $V_T=1.000$ V. The mean of the outer $Y$ values is 5.4498, equal to the middle entry, so the three points lie on a line to the digits shown. The gain is $(5.477\times10^{-4})^2/0.1=3.00\times10^{-6}$ A/V².

For the tangent to the current at overdrive $x_0$, the ratio $I/g_m$ equals $x_0(1+\Theta x_0)$. After the same subtraction of $V_D/2$, the tangent gives

$$V_T^{\rm tan}=V_T+x_0-x_0(1+\Theta x_0)=V_T-\Theta x_0^2 .$$

With $x_0=4.95$ V the error is $-0.05\times24.5=-1.225$ V. Resistance alone gives an apparent threshold of 0.265 V, attenuation alone 0.510 V, and both together −0.225 V. The errors add because the two contributions to $\Theta$ add. A smaller $x_0$ reduces the error, but the tangent point then approaches the region where the above-threshold model no longer holds.

Straight-line fits of $Y$ at 16 gate voltages from 5 to 20 V were tested for four devices: without parasitics, with each one alone, and with both. The largest threshold error was 17 µV. The neglected term of the midpoint expansion has the same scale, $\theta_0V_D^2/12\approx17$ µV. This is the accuracy of the algebra within the model, not of a measurement.

## Separating resistance from attenuation

Once $V_T$ and $\beta$ are known, the current formula returns the sum that $Y$ discarded:

$$\Theta=\frac{\beta V_D}{I}-\frac1x .$$

At 6 V this is $0.2520-0.2020=0.0500$ V⁻¹. One way to split it is to measure a second device with a different length and the same $R$ and $\theta_0$. Subtracting $\Theta_2=\theta_0+\beta_2R$ from $\Theta_1=\theta_0+\beta_1R$ gives

$$R=\frac{\Theta_1-\Theta_2}{\beta_1-\beta_2},\qquad \theta_0=\Theta_1-\beta_1R .$$

Doubling the length halves $\beta$ to 1.5 µA/V², and the numerical data then give $\Theta_2=0.0350$ V⁻¹. Hence $R=0.0150/(1.5\times10^{-6})=10$ kΩ and $\theta_0=0.0500-0.0300=0.020$ V⁻¹.

## When the cancellation fails

Each failure below can be read from the total resistance: whatever varies with the gate stays in $Y$.

### Second-order attenuation

Let the mobility denominator be $1+\theta_0u+\theta_2u^2$. Then $1/f=1/x+\theta_0+\theta_2x$, and the last term grows with the gate. Differentiation gives

$$\frac1{Y^2}=\frac1{\beta V_D}\left(\frac1{x^2}-\theta_2\right),\qquad Y=\frac{\sqrt{\beta V_D}\,x}{\sqrt{1-\theta_2x^2}},\qquad \theta_2x^2<1 .$$

The plot bends upward. To see what this does to the threshold, take the tangent to $Y$ at overdrive $x$. From

$$\frac{1}{Y}\frac{dY}{dx}=\frac1x+\frac{\theta_2x}{1-\theta_2x^2}=\frac1{x(1-\theta_2x^2)}$$

the tangent reaches zero a distance $x(1-\theta_2x^2)$ below the chosen point, instead of $x$. The apparent threshold is too high by $\theta_2x^3$. For $\theta_2=0.001$ V⁻² this is 0.12 V at $x=4.95$ V and 3.3 V at $x=14.95$ V. A fit over the full window gives 2.46 V instead of 1 V. Lowering the upper end of the window reduces the error but does not remove it: even a tangent at the lower end, 5 V, where $x=3.95$ V, gives a threshold 0.06 V too high. The remedy within this model is to fit $1/Y^2$ with $V_T$, $\beta$ and $\theta_2$ as free parameters.

### Gate-dependent contacts

If $R$ varies with the gate, its slope remains:

$$\frac1{Y^2}=\frac1{V_D}\left[\frac1{\beta x^2}-\frac{dR}{dV_G}\right].$$

For $R=10\ \text{kΩ}\,[1+\exp(-V_G/5\ \text{V})]$, the fitted threshold is 1.058 V, an error of 58 mV. The large constant part does no harm; the error comes from the part that changes.

A straight plot does not rule out this fault. Suppose $R=R_0+\rho/x$, with constant $R_0$ and constant $\rho>0$. Then $-dR/dV_G=\rho/x^2$, and

$$\frac1{Y^2}=\frac{1/\beta+\rho}{V_Dx^2}.$$

The line is still straight and the threshold still correct, but the slope yields $\beta/(1+\beta\rho)$ instead of $\beta$. A mobility computed from it is too low.

### Unequal contacts

Let $\delta=R_S-R_D$. The current keeps its form with $x$ replaced by $\bar x$, namely $I=\beta V_D\bar x/(1+\Theta\bar x)$. Write $I'=dI/d\bar x=\beta V_D/(1+\Theta\bar x)^2$. Since $x=\bar x+\delta I/2$, we have $dx/d\bar x=1+\delta I'/2$, and therefore $g_m=I'/(1+\delta I'/2)$. This gives

$$Y=\sqrt{\beta V_D}\;\bar x\,\sqrt{1+\frac{\delta\beta V_D}{2(1+\Theta\bar x)^2}} .$$

With $a=\delta\beta V_D/2$, the first-order expansion in $a$ is

$$\frac{Y}{\sqrt{\beta V_D}}\approx x-\frac{ax}{1+\Theta x}+\frac{ax}{2(1+\Theta x)^2}.$$

To this order, the deviation of $Y/\sqrt{\beta V_D}$ from the ideal line is proportional to $V_D$. With all 10 kΩ at the source, $a=0.0015$, and the fitted threshold moves by 1.17 mV at $V_D=0.1$ V and by 2.31 mV at 0.2 V. A low drain voltage is thus one remedy. Another is to exchange source and drain: $\delta$ changes sign, and the average of the two thresholds is free of the first-order error.

### Mobility that rises with the gate

Suppose instead that the mobility follows a rising power law, $\mu_0(u/1\ \text{V})^\gamma$ with $\gamma>0$. With $x$ in volts, the total resistance to leading order in $V'$ is

$$\frac{V_D}{I}=\frac1{\beta x^{1+\gamma}}+R .$$

Its slope is $-(1+\gamma)/(\beta x^{2+\gamma})$, so that

$$Y=\sqrt{\frac{\beta V_D}{1+\gamma}}\;x^{1+\gamma/2}.$$

The resistance still cancels. For $\gamma=0.3$ at 20 V, it reduces the current from 13.74 to 5.79 µA, a loss of 58%, yet over the whole window it changes $Y$ by less than 3 parts per million. The straight line, however, is lost. The tangent to $Y$ reaches zero a distance $x/(1+\gamma/2)$ below the chosen point, so the apparent threshold is too high by $\gamma x/(2+\gamma)$, or 1.3 V at $x=10$ V. The straight fit over the window gives 2.28 V.

If $\gamma$ is known, plotting $Y^{2/(2+\gamma)}$ restores a line, because the exponents multiply to one; the fit then returns 1.000 V. If $\gamma$ is unknown, the ratio $Y/(dY/dV_G)=x/(1+\gamma/2)$ is itself linear in $V_G$. Its slope gives $\gamma$ and its zero gives $V_T+V_D/2$, at the price of a second differentiation of the data.

If the rising mobility is also divided by $1+\theta_0u$, the attenuation adds $\theta_0x^{-\gamma}/\beta$ to the resistance. This varies with the gate, so attenuation no longer cancels, although constant $R$ does.

## Taking the derivative from measured data

Small errors enter as $\delta Y/Y=\delta I/I-\delta g_m/(2g_m)$. The derivative is the weak point, and the gate step should not be too small. For the first-order model, a central difference with points at $V_G\pm h$ gives

$$g_m^{(h)}=\frac{\beta V_D}{(1+\Theta x)^2-\Theta^2h^2}.$$

With $h=1$ V at $V_G=6$ V, this overestimates $g_m$ by 0.16% and lowers $Y$ by 0.08%. Independent current errors of standard deviation $\sigma$ give a transconductance error $\sigma/(\sqrt2\,h)$. For $\sigma$ equal to 0.1% of the current and $h=1$ V, the resulting error in $Y$ is about 0.2% at 6 V and 0.9% at 16 V. It grows because the current rises while $g_m$ falls. Points at high gate voltage therefore deserve less weight in the fit, and they are also the points most exposed to second-order attenuation.

In practice, use a low drain voltage, start the window well above threshold, and subtract $V_D/2$. The drain voltage has a lower limit outside this model: the channel current is proportional to $V_D$, while gate leakage reaching the drain terminal and a fixed current noise floor are not, so their share of the error grows roughly as $1/V_D$. Then move both ends of the window. A drift of the fitted threshold beyond the noise and the finite-step error shows that the measured $V_D/I$ contains a gate-dependent part which the straight-line model omits. It does not name the cause: besides the cases above, gate leakage, a threshold that shifts during the sweep, or contacts whose resistance depends on the current can produce it in a real device. The absence of drift supports the threshold but not $\beta$, as the case $R=R_0+\rho/x$ shows. The numerical output below gives the values for the simulated cases; there the prefix m in the units of $Y$ and its slope multiplies the whole unit by $10^{-3}$.

## Values computed for the example and the checks

```
mobility = 10.0 cm^2/(V s)
gate capacitance = 30.0 nF/cm^2
W/L = 10.0
beta = 3.000 uA/V^2
true threshold VT = 1.000 V, drain voltage VD = 0.100 V
series resistance R = 10.0 kohm
attenuation theta = 0.020 1/V
beta*R = 0.0300 1/V, Theta = 0.0500 1/V
gate window = 5 to 20 V, 16 points
tangent taken at VG = 6.0 V, x0 = 4.950 V
no parasitics: VT from Y = 1.0000 V, from tangent = 1.0000 V
resistance only: VT from Y = 1.0000 V, from tangent = 0.2649 V
attenuation only: VT from Y = 1.0000 V, from tangent = 0.5100 V
both: VT from Y = 1.0000 V, from tangent = -0.2251 V
largest error of VT from Y = 16.6 uV
VG = 6 V: I = 1.1904 uA, gm = 0.19277 uS, Y = 2.7112 mA/S^0.5, VD/I = 84.007 kohm
VG = 11 V: I = 1.9933 uA, gm = 0.13378 uS, Y = 5.4498 mA/S^0.5, VD/I = 50.168 kohm
VG = 16 V: I = 2.5665 uA, gm = 0.09824 uS, Y = 8.1884 mA/S^0.5, VD/I = 38.963 kohm
fitted slope = 0.54772 mS^0.5, beta = 3.0000 uA/V^2, Theta = 0.05000 1/V
fitted slope = 0.38730 mS^0.5, beta = 1.5000 uA/V^2, Theta = 0.03500 1/V
separated R = 10.000 kohm, theta = 0.02000 1/V
theta2 = 0.0010 1/V^2: VT from Y = 2.4644 V
contacts R*(1+exp(-VG/5 V)): VT from Y = 1.0577 V
R all at source, VD = 0.1 V: VT shift = 1.168 mV
R all at source, VD = 0.2 V: VT shift = 2.307 mV
gamma = 0.3, VG = 20 V: I without R = 13.741 uA, with R = 5.788 uA
largest relative change of Y by R = 2.5e-06
VT from straight fit of Y = 2.2785 V
VT from fit of Y^(2/(2+gamma)) = 1.0000 V
```
